# Odd and even atomic chains between weakly joined leads at midband: a program that tests the result

```python
"""
Result under test: a uniform chain of N atoms (site energy 0, hopping -t),
each end joined to a wide-band lead with escape rate Gamma, has at E = 0
    T = 1                            for odd N, any Gamma > 0
    T = 4 x^2/(1+x^2)^2, x=Gamma/2t  for even N.
T: transmission per spin; conductance = (2 e^2/h) T. Energies in eV.
The odd chain owns a level at E = 0, with weight 2/(N+1) on each end atom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import eval_chebyu


def chain(bonds):
    """Hamiltonian of an open chain with the given hopping strengths."""
    return -np.diag(bonds, 1) - np.diag(bonds, -1)


def uniform(n, t):
    return chain(np.full(n - 1, float(t)))


def transmission(h, energy, gam_left, gam_right):
    """Transmission from the inverted matrix with wide-band leads."""
    a = energy * np.eye(len(h)) - h.astype(complex)
    a[0, 0] += 0.5j * gam_left
    a[-1, -1] += 0.5j * gam_right
    return gam_left * gam_right * abs(np.linalg.inv(a)[0, -1])**2


def midband_formula(n, t, gam):
    x = gam / (2 * t)
    return 1.0 if n % 2 else 4 * x**2 / (1 + x**2)**2


def wave_matching(n, t, t_lead, t_contact):
    """Midband |transmitted amplitude|^2 with explicit lead waves."""
    phase = 1j                       # exp(ik) at the centre of the lead band
    a = np.zeros((n + 2, n + 2), complex)
    b = np.zeros(n + 2, complex)
    a[0, 0] = t_lead * phase         # unknown 0: reflected amplitude
    a[0, 1] = t_contact
    b[0] = -t_lead / phase
    a[1, 0] += t_contact
    b[1] = -t_contact
    for j in range(1, n):
        a[j, j + 1] += t
        a[j + 1, j] += t
    a[n, n + 1] += t_contact         # last unknown: transmitted amplitude
    a[n + 1, n] = t_contact
    a[n + 1, n + 1] = t_lead * phase
    return abs(np.linalg.solve(a, b)[-1])**2


# Midband result against scattering waves in explicit leads
for n in range(1, 12):
    for t_contact in (0.3, 1.0, 2.5, 5.0):
        t_lead = 3.0
        gam = 2 * t_contact**2 / t_lead
        found = wave_matching(n, 1.3, t_lead, t_contact)
        assert abs(found - midband_formula(n, 1.3, gam)) < 1e-10

# Determinant formula against matrix inversion at general energy
for n in range(2, 9):
    for energy in (-1.7, -0.4, 0.0, 0.9, 3.1):
        t, gam = 1.2, 0.7
        p = [t**m * eval_chebyu(m, energy / (2 * t)) for m in range(n + 1)]
        det = p[n] + 1j * gam * p[n - 1] - gam**2 / 4 * p[n - 2]
        formula = gam**2 * t**(2 * n - 2) / abs(det)**2
        direct = transmission(uniform(n, t), energy, gam, gam)
        assert abs(formula - direct) < 1e-10


def level_terms(n, t):
    """Levels and their midband end-to-end terms (zero level left out)."""
    e, v = np.linalg.eigh(uniform(n, t))
    keep = abs(e) > 1e-9
    terms = np.zeros(n)
    terms[keep] = v[0, keep] * v[-1, keep] / (-e[keep])
    return e, v, terms


# Levels, end weights, and how the level contributions combine
for n in range(2, 12):
    e, v, terms = level_terms(n, 1.4)
    k = np.arange(1, n + 1)
    assert np.allclose(e, -2.8 * np.cos(k * np.pi / (n + 1)))
    assert np.allclose(v[0]**2, 2 / (n + 1) * np.sin(k * np.pi / (n + 1))**2)
    if n % 2:
        assert np.allclose(terms, -terms[::-1])       # partners cancel
        assert abs(v[0, n // 2]**2 - 2 / (n + 1)) < 1e-12
    else:
        assert np.allclose(terms, terms[::-1])        # partners add
        assert abs(abs(terms.sum()) - 1 / 1.4) < 1e-10
        assert np.all(terms[:n // 2 - 1] * terms[1:n // 2] < 0)
        assert abs(min(abs(e)) - 2.8 * np.sin(np.pi / (2 * n + 2))) < 1e-10

# Odd chains with random bonds: only the end weights of the zero level count
rng = np.random.default_rng(4)
for n in (3, 5, 7):
    h = chain(rng.uniform(0.7, 1.4, n - 1))
    e, v = np.linalg.eigh(h)
    zero = np.argmin(abs(e))
    assert abs(e[zero]) < 1e-12
    g_left, g_right = 0.5 * v[0, zero]**2, 0.2 * v[-1, zero]**2
    expected = 4 * g_left * g_right / (g_left + g_right)**2
    assert abs(transmission(h, 0, 0.5, 0.2) - expected) < 1e-9


def half_width(n, t, gam):
    h = uniform(n, t)
    return brentq(lambda x: transmission(h, x, gam, gam) - 0.5, 0, gam)


# Weak-joining resonance width; corrections are of relative order (Gamma/t)^2
for n in (3, 5, 9):
    assert abs(half_width(n, 1.0, 0.01) / (0.02 / (n + 1)) - 1) < 1e-3

# Mean-field moment threshold U = pi*g for a level of half-width g


def moment(u, g):
    m = 0.2
    for _ in range(300):
        filled = quad(lambda w: g / np.pi / ((w + u * m)**2 + g**2),
                      -np.inf, 0)[0]
        m = filled - 0.5
    return m


assert abs(moment(0.9 * np.pi * 0.4, 0.4)) < 1e-6
assert moment(1.1 * np.pi * 0.4, 0.4) > 0.05

# Worked example: rough values for a silver filament in a silica-like oxide
t, gam, spacing = 1.5, 0.8, 0.29
kb = const.k / const.e
g0 = 2 * const.e**2 / const.h * 1e6
h3, h4 = uniform(3, t), uniform(4, t)


def thermal(h, temp):
    """Transmission averaged with the thermal window -df/dE."""
    y = np.linspace(-30, 30, 2401)
    weight = 0.25 / np.cosh(y / 2)**2
    vals = [transmission(h, kb * temp * s, gam, gam) for s in y]
    return np.dot(weight, vals) * (y[1] - y[0])


def bias_average(h, volts):
    return quad(lambda x: transmission(h, x, gam, gam),
                -volts / 2, volts / 2)[0] / volts


print(f"Hopping t = {t:.2f} eV; escape rate Gamma = {gam:.2f} eV")
print(f"Atom spacing = {spacing:.2f} nm; x = Gamma/2t = {gam/(2*t):.4f}")
print(f"Conductance quantum 2e^2/h = {g0:.2f} uS")
for n in range(1, 7):
    tr = transmission(uniform(n, t), 0, gam, gam)
    assert abs(tr - midband_formula(n, t, gam)) < 1e-10
    print(f"N={n}: midband T = {tr:.4f}, conductance = {g0*tr:.2f} uS")
print(f"Even N, weak-joining estimate Gamma^2/t^2 = {(gam/t)**2:.4f}")
for ratio in (0.1, 2.0, 10.0):
    tr = transmission(h4, 0, ratio * t, ratio * t)
    print(f"N=4 at Gamma/t = {ratio:.1f}: midband T = {tr:.4f}")
for n in (3, 4):
    e, v, terms = level_terms(n, t)
    print(f"N={n} levels (eV):", " ".join(f"{z+0.0:.3f}" for z in e.round(9)))
    print(f"N={n} end weights:", " ".join(f"{z:.4f}" for z in v[0]**2))
    print(f"N={n} nonzero-level terms (1/eV):",
          " ".join(f"{z+0.0:.4f}" for z in terms.round(9)))
    print(f"N={n} sum of these terms = {abs(terms.sum()):.4f} 1/eV (size)")
g_level = 2 * gam / 4
print(f"N=3 half-width: formula {g_level:.3f} eV, "
      f"from curve {half_width(3, t, gam):.3f} eV")
scan = np.linspace(0.3, 1.5, 2401)
curve = np.array([transmission(h4, x, gam, gam) for x in scan])
assert curve.max() > 0.9999
print(f"N=4 peak: T = {curve.max():.4f} at {scan[curve.argmax()]:.3f} eV")

# Each neglected effect on its own, for three and four atoms
print("Neglected effects, one at a time: T for N=3, T for N=4")
effects = []
for temp in (300, 358):
    effects.append((f"temperature {temp} K (kT = {1e3*kb*temp:.1f} meV)",
                    thermal(h3, temp), thermal(h4, temp)))
effects.append(("bias 0.1 V", bias_average(h3, 0.1), bias_average(h4, 0.1)))
effects.append(("one contact at Gamma/2",
                transmission(h3, 0, gam, gam / 2),
                transmission(h4, 0, gam, gam / 2)))
alternating = t * np.array([1.05, 0.95, 1.05])
effects.append(("bonds alternating by +-5%",
                transmission(chain(alternating[:2]), 0, gam, gam),
                transmission(chain(alternating), 0, gam, gam)))
changed = []
for h in (h3, h4):
    ends = h.copy()
    ends[0, 0] = ends[-1, -1] = 0.2
    changed.append(transmission(ends, 0, gam, gam))
effects.append(("end atoms shifted by 0.2 eV", *changed))
changed = []
for h in (h3, h4):
    far = -0.1 * t * np.ones(len(h) - 2)
    changed.append(transmission(h + np.diag(far, 2) + np.diag(far, -2),
                                0, gam, gam))
effects.append(("second-neighbour hopping 0.1 t", *changed))
for label, odd, even in effects:
    assert odd > 2 * even
    print(f"  {label}: {odd:.4f}, {even:.4f}")
print(f"N=31 half-width formula = {2*gam/32:.3f} eV; "
      f"T at 300 K = {thermal(uniform(31, t), 300):.4f}")

# Parallel tunnelling through the oxide around the filament (upper estimate)
barrier, mass, area, k_fermi = 3.0, 0.5, 10.0, 12.0
gap = 4 * spacing
kappa = np.sqrt(2 * mass * const.m_e * barrier * const.e) / const.hbar * 1e-9
channels = area * k_fermi**2 / (4 * np.pi)
leak = 16 * np.exp(-2 * kappa * gap) * channels
assert leak < 0.05 * transmission(h4, 0, gam, gam)
print(f"Oxide: barrier {barrier:.1f} eV, mass {mass:.1f} m_e, "
      f"gap {gap:.2f} nm")
print(f"Area {area:.0f} nm^2, k_F {k_fermi:.0f} 1/nm: "
      f"{channels:.0f} channels, decay {kappa:.2f} 1/nm")
print(f"Summed parallel tunnelling T, upper estimate = {leak:.1e}")

# Repulsion on the odd level, with image charges in two flat electrodes
atomic_u, eps_oxide = 6.0, 4.0
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
images = np.arange(-4000, 4001)
weights = np.linalg.eigh(h3)[1][:, 1]**2
u_vacuum = 0.0
for i in range(3):
    for j in range(3):
        d, s = (i - j) * spacing, (i + j + 2) * spacing
        others = images[images != 0]
        pair = atomic_u if i == j else coulomb / abs(d)
        pair += coulomb * np.sum(1 / abs(d + 2 * others * gap))
        pair -= coulomb * np.sum(1 / abs(s + 2 * images * gap))
        u_vacuum += weights[i] * weights[j] * pair
threshold = np.pi * g_level
assert u_vacuum / eps_oxide < threshold < u_vacuum
print(f"Atomic repulsion {atomic_u:.1f} eV; oxide constant {eps_oxide:.1f}")
print(f"N=3 level repulsion: oxide {u_vacuum/eps_oxide:.2f} eV, "
      f"vacuum {u_vacuum:.2f} eV")
print(f"N=3 mean-field moment threshold = {threshold:.2f} eV")
print("every check passed")
```

Output:

```
Hopping t = 1.50 eV; escape rate Gamma = 0.80 eV
Atom spacing = 0.29 nm; x = Gamma/2t = 0.2667
Conductance quantum 2e^2/h = 77.48 uS
N=1: midband T = 1.0000, conductance = 77.48 uS
N=2: midband T = 0.2479, conductance = 19.21 uS
N=3: midband T = 1.0000, conductance = 77.48 uS
N=4: midband T = 0.2479, conductance = 19.21 uS
N=5: midband T = 1.0000, conductance = 77.48 uS
N=6: midband T = 0.2479, conductance = 19.21 uS
Even N, weak-joining estimate Gamma^2/t^2 = 0.2844
N=4 at Gamma/t = 0.1: midband T = 0.0100
N=4 at Gamma/t = 2.0: midband T = 1.0000
N=4 at Gamma/t = 10.0: midband T = 0.1479
N=3 levels (eV): -2.121 0.000 2.121
N=3 end weights: 0.2500 0.5000 0.2500
N=3 nonzero-level terms (1/eV): 0.1179 0.0000 -0.1179
N=3 sum of these terms = 0.0000 1/eV (size)
N=4 levels (eV): -2.427 -0.927 0.927 2.427
N=4 end weights: 0.1382 0.3618 0.3618 0.1382
N=4 nonzero-level terms (1/eV): 0.0569 -0.3903 -0.3903 0.0569
N=4 sum of these terms = 0.6667 1/eV (size)
N=3 half-width: formula 0.400 eV, from curve 0.434 eV
N=4 peak: T = 1.0000 at 0.903 eV
Neglected effects, one at a time: T for N=3, T for N=4
  temperature 300 K (kT = 25.9 meV): 0.9879, 0.2491
  temperature 358 K (kT = 30.9 meV): 0.9831, 0.2496
  bias 0.1 V: 0.9952, 0.2484
  one contact at Gamma/2: 0.8889, 0.1326
  bonds alternating by +-5%: 0.9900, 0.1905
  end atoms shifted by 0.2 eV: 0.8000, 0.2552
  second-neighbour hopping 0.1 t: 0.8767, 0.2599
N=31 half-width formula = 0.050 eV; T at 300 K = 0.7344
Oxide: barrier 3.0 eV, mass 0.5 m_e, gap 1.16 nm
Area 10 nm^2, k_F 12 1/nm: 115 channels, decay 6.27 1/nm
Summed parallel tunnelling T, upper estimate = 8.7e-04
Atomic repulsion 6.0 eV; oxide constant 4.0
N=3 level repulsion: oxide 0.53 eV, vacuum 2.14 eV
N=3 mean-field moment threshold = 1.26 eV
every check passed
```
